# Gate-Resistance Thermometry Reads Two-Thirds of the Peak Temperature Rise: verification in Python

```python
"""
Result under test: a line heated uniformly and cooled only at two ends held
at fixed temperature has an end-to-end resistance that reports 2/3 of its
peak temperature rise. Constant thermal conductivity and a linear
resistance-temperature law are assumed.

Symbols: length, width, thick = line dimensions; k0 = thermal conductivity;
heat = power entering per length; alpha = temperature coefficient of
resistance; rise = temperature above ambient; peak = largest ideal rise.
The program also sizes leakage, warm ends, changing conductivity, uneven
heating of the cross-section, and heating by the sensing current.
All calculations are in SI units; printed values use engineering units.
"""
import numpy as np
from scipy.constants import k as boltzmann, e as charge
from scipy.sparse import csc_matrix
from scipy.sparse.linalg import spsolve

# Rough typical parameters: tungsten gate on silicon-on-insulator
ambient = 300.0
length, width, thick = 500e-9, 100e-9, 100e-9
resistivity, alpha = 15e-8, 1.5e-3
heat = 500.0
sense_current = 100e-6
area = width * thick
lorenz = np.pi**2 / 3 * (boltzmann / charge)**2
k0 = lorenz * ambient / resistivity
r0 = resistivity * length / area

# Closed-form results
peak = heat * length**2 / (8 * k0 * area)
reported = heat * length**2 / (12 * k0 * area)
match_position = length / 2 * (1 - 1 / np.sqrt(3))

# Finite-volume line; an odd cell count puts a cell at the centre
cells = 401
dx = length / cells
x = (np.arange(cells) + 0.5) * dx
middle = cells // 2
ones = np.ones(cells)
identity = np.eye(cells)


def line_matrix(conductance_length, end_resistance=0.0):
    """Heat-flow matrix; input is conductivity times area in each cell."""
    c = conductance_length
    links = 2 / (1 / c[1:] + 1 / c[:-1]) / dx
    diagonal = np.zeros(cells)
    diagonal[1:] += links
    diagonal[:-1] += links
    diagonal[0] += 1 / (dx / (2 * c[0]) + end_resistance)
    diagonal[-1] += 1 / (dx / (2 * c[-1]) + end_resistance)
    return np.diag(diagonal) - np.diag(links, 1) - np.diag(links, -1)


def thermometer(rise):
    """Add the slice resistances and convert the total to a rise."""
    total = np.sum(resistivity * (1 + alpha * rise) * dx / area)
    return (total / r0 - 1) / alpha


base_matrix = line_matrix(k0 * area * ones)
base = np.linalg.solve(base_matrix, heat * dx * ones)
profile = heat * x * (length - x) / (2 * k0 * area)
assert np.max(np.abs(base - profile)) < 1e-4 * peak
assert abs(base[middle] / peak - 1) < 1e-4
assert abs(thermometer(base) / reported - 1) < 1e-4
assert abs(thermometer(base) / base[middle] - 2 / 3) < 1e-4
crossing = np.interp(thermometer(base), base[:middle + 1], x[:middle + 1])
assert abs(crossing - match_position) < 1e-3 * length

# Same total power, placed at the centre
central_source = np.zeros(cells)
central_source[middle] = heat * length
central = np.linalg.solve(base_matrix, central_source)
central_ratio = thermometer(central) / central[middle]
assert abs(central_ratio - 0.5) < 0.003  # finite width of the heated cell

# Rough heat paths from the channel to its surroundings
k_oxide, gate_oxide, buried_oxide = 1.4, 2e-9, 145e-9
k_film, film_thick, contact_distance = 15.0, 10e-9, 100e-9
gate_link = k_oxide * width / gate_oxide
source_drain = 2 * k_film * film_thick / contact_distance
# Heat spreads at 45 degrees on both sides through the buried oxide
buried_link = 2 * k_oxide / np.log(1 + 2 * buried_oxide / width)
channel_loss = source_drain + buried_link
side_loss = gate_link * channel_loss / (gate_link + channel_loss)
channel_heat = heat * (gate_link + channel_loss) / gate_link


def leaky_values(u):
    """Peak and mean, each divided by the no-leak peak."""
    scale = 2 / u**2
    return scale * (1 - 1 / np.cosh(u)), scale * (1 - np.tanh(u) / u)


u = length / 2 * np.sqrt(side_loss / (k0 * area))
leaky_peak, leaky_mean = leaky_values(u)
# Solve gate and channel together, without eliminating the channel
coupled = np.block([
    [base_matrix + gate_link * dx * identity, -gate_link * dx * identity],
    [-gate_link * dx * identity,
     (gate_link + channel_loss) * dx * identity]])
source = np.concatenate([np.zeros(cells), channel_heat * dx * ones])
solution = np.linalg.solve(coupled, source)
gate, channel = solution[:cells], solution[cells:]
assert abs(gate[middle] / (peak * leaky_peak) - 1) < 1e-4
assert abs(thermometer(gate) / (peak * leaky_mean) - 1) < 1e-4
small_u = 0.1
small_peak, small_mean = leaky_values(small_u)
ratio_coefficient = (1.5 * small_mean / small_peak - 1) / small_u**2
assert abs(ratio_coefficient * 60 - 1) < 0.01
assert abs((1 - small_peak) / small_u**2 / (5 / 12) - 1) < 0.01
channel_gap = channel[middle] - gate[middle]

# Rough thermal resistance of each half-disc copper end land
k_copper, land_thick, land_radius = 300.0, 500e-9, 5e-6
land_oxide = 300e-9
entry_radius = np.sqrt(2 * area / np.pi)
end_resistance = (1 / (2 * k_copper * entry_radius)
                  + np.log(land_radius / land_thick)
                  / (np.pi * k_copper * land_thick)
                  + land_oxide / (k_oxide * np.pi * land_radius**2 / 2))
end_rise = heat * length * end_resistance / 2
warm_ratio = (end_rise + reported) / (end_rise + peak)
warm = np.linalg.solve(line_matrix(k0 * area * ones, end_resistance),
                       heat * dx * ones)
assert abs(thermometer(warm) / warm[middle] - warm_ratio) < 1e-4
assert abs((thermometer(warm) - end_rise)
           / (warm[middle] - end_rise) - 2 / 3) < 1e-4


def variable_line(power, loss=0.0, end=0.0):
    """Use conductivity proportional to temperature over resistivity."""
    rise = np.zeros(cells)
    for _ in range(20):
        previous = rise
        conductivity = k0 * (1 + rise / ambient) / (1 + alpha * rise)
        matrix = line_matrix(conductivity * area, end)
        rise = np.linalg.solve(matrix + loss * dx * identity,
                               power * dx * ones)
    assert np.max(np.abs(rise - previous)) < 1e-8
    return rise


k_slope = 1 / ambient - alpha
weak = variable_line(heat / 10)
base_ratio = thermometer(base) / base[middle]
weak_shift = thermometer(weak) / weak[middle] / base_ratio - 1
# Low power isolates the first-order correction
assert abs(weak_shift / (k_slope * peak / 100) - 1) < 0.03
variable = variable_line(heat)
variable_ratio = thermometer(variable) / variable[middle]
combined = variable_line(heat, side_loss, end_resistance)
combined_ratio = thermometer(combined) / combined[middle]


def solve_section(conductivity, source, left, right, dx2, dz):
    """Two-dimensional flow, with top and bottom otherwise insulated."""
    nx, nz = conductivity.shape
    index = np.arange(nx * nz).reshape(nx, nz)
    c = conductivity
    gx = 2 / (1 / c[1:] + 1 / c[:-1]) * dz / dx2
    gz = 2 / (1 / c[:, 1:] + 1 / c[:, :-1]) * dx2 / dz
    i = np.concatenate([index[1:].ravel(), index[:, 1:].ravel()])
    j = np.concatenate([index[:-1].ravel(), index[:, :-1].ravel()])
    links = np.concatenate([gx.ravel(), gz.ravel()])
    diagonal = np.zeros(nx * nz)
    np.add.at(diagonal, i, links)
    np.add.at(diagonal, j, links)
    left_link = 2 * c[0] * dz / dx2
    right_link = 2 * c[-1] * dz / dx2
    diagonal[index[0]] += left_link
    diagonal[index[-1]] += right_link
    rhs = source.ravel().copy()
    rhs[index[0]] += left_link * left
    rhs[index[-1]] += right_link * right
    every = np.arange(nx * nz)
    matrix = csc_matrix((np.concatenate([-links, -links, diagonal]),
                         (np.concatenate([i, j, every]),
                          np.concatenate([j, i, every]))),
                        shape=(nx * nz, nx * nz))
    field = spsolve(matrix, rhs).reshape(nx, nz)
    inflow = np.sum(left_link * (left - field[0]))
    return field, inflow


# Heat enters through the bottom; current then chooses its own path
nx, nz = 201, 20
dx2, dz = length / nx, thick / nz
bottom_source = np.zeros((nx, nz))
bottom_source[:, 0] = heat * dx2
section, _ = solve_section(np.full((nx, nz), k0 * width),
                           bottom_source, 0.0, 0.0, dx2, dz)
electrical = width / (resistivity * (1 + alpha * section))
_, current = solve_section(electrical, np.zeros((nx, nz)),
                           1.0, 0.0, dx2, dz)
section_reading = (1 / current / r0 - 1) / alpha
assert abs(section_reading / reported - 1) < 2e-3
face_excess = heat * thick / (3 * k0 * width)
surface = section[nx // 2, 0] + heat * dz / (2 * k0 * width)
numerical_excess = surface - np.mean(section[nx // 2])
assert abs(numerical_excess / face_excess - 1) < 0.01
face_ratio = reported / (peak + face_excess)

# Sensor signal and its own heating
delta_r = r0 * alpha * reported
signal = sense_current * delta_r
sensor_fraction = sense_current**2 * r0 / (heat * length)
assert sensor_fraction < 0.001


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Ambient temperature", ambient, "K")
show("Line length", length * 1e9, "nm")
show("Line width", width * 1e9, "nm")
show("Line thickness", thick * 1e9, "nm")
show("Resistivity", resistivity * 1e8, "uOhm cm")
show("Resistance temperature coefficient", alpha, "1/K")
show("Heat entering per length", heat * 1e-3, "mW/um")
show("Total heat entering", heat * length * 1e3, "mW")
show("Lorenz number", lorenz, "W Ohm/K^2")
show("Thermal conductivity", k0, "W/(m K)")
show("Ideal peak rise", peak, "K")
show("Ideal reported rise", reported, "K")
show("Numerical reported/peak", base_ratio, "(dimensionless)", 6)
show("Distance where local rise equals reading",
     match_position * 1e9, "nm")
show("Cold resistance", r0, "Ohm")
show("Resistance increase", delta_r, "Ohm")
show("Sensing current", sense_current * 1e6, "uA")
show("Voltage increase", signal * 1e6, "uV")
show("Sensor heat / incoming heat", sensor_fraction * 100, "%")
show("Reported/peak for central heat", central_ratio, "(dimensionless)")
show("Oxide conductivity", k_oxide, "W/(m K)")
show("Gate oxide thickness", gate_oxide * 1e9, "nm")
show("Buried oxide thickness", buried_oxide * 1e9, "nm")
show("Silicon film conductivity", k_film, "W/(m K)")
show("Silicon film thickness", film_thick * 1e9, "nm")
show("Distance to each source/drain contact",
     contact_distance * 1e9, "nm")
show("Gate-channel conductance per length", gate_link, "W/(m K)")
show("Source/drain conductance per length", source_drain, "W/(m K)")
show("Buried-oxide conductance per length", buried_link, "W/(m K)")
show("Effective side conductance per length", side_loss, "W/(m K)")
show("Channel heat per length", channel_heat * 1e-3, "mW/um")
show("Leakage parameter u", u, "(dimensionless)")
show("Peak rise with leakage", gate[middle], "K")
show("Peak change from leakage", (leaky_peak - 1) * 100, "%")
show("Reported/peak with leakage", leaky_mean / leaky_peak,
     "(dimensionless)")
show("Channel minus gate at centre, with leakage", channel_gap, "K")
show("Copper conductivity", k_copper, "W/(m K)")
show("Copper land thickness", land_thick * 1e9, "nm")
show("Copper land radius", land_radius * 1e6, "um")
show("Oxide thickness under land", land_oxide * 1e9, "nm")
show("Thermal resistance of each end", end_resistance, "K/W")
show("End rise without leakage", end_rise, "K")
show("Reported/peak with warm ends", warm_ratio, "(dimensionless)")
show("Initial relative conductivity slope", k_slope, "1/K")
show("Peak rise with changing conductivity", variable[middle], "K")
show("Reported/peak with changing conductivity", variable_ratio,
     "(dimensionless)")
show("Bottom-face excess over section mean", face_excess, "K")
show("Reported/hottest bottom-face rise", face_ratio,
     "(dimensionless)")
show("Two-dimensional reported rise", section_reading, "K")
show("Combined line peak rise", combined[middle], "K")
show("Combined line reported rise", thermometer(combined), "K")
show("Combined line reported/peak", combined_ratio, "(dimensionless)")
show("Combined error of 3/2 rule", (1.5 * combined_ratio - 1) * 100, "%")
print("success")
```

Running it gives:

```
Ambient temperature: 300 K
Line length: 500 nm
Line width: 100 nm
Line thickness: 100 nm
Resistivity: 15 uOhm cm
Resistance temperature coefficient: 0.0015 1/K
Heat entering per length: 0.5 mW/um
Total heat entering: 0.25 mW
Lorenz number: 2.443e-08 W Ohm/K^2
Thermal conductivity: 48.86 W/(m K)
Ideal peak rise: 31.98 K
Ideal reported rise: 21.32 K
Numerical reported/peak: 0.666671 (dimensionless)
Distance where local rise equals reading: 105.7 nm
Cold resistance: 7.5 Ohm
Resistance increase: 0.2398 Ohm
Sensing current: 100 uA
Voltage increase: 23.98 uV
Sensor heat / incoming heat: 0.03 %
Reported/peak for central heat: 0.5 (dimensionless)
Oxide conductivity: 1.4 W/(m K)
Gate oxide thickness: 2 nm
Buried oxide thickness: 145 nm
Silicon film conductivity: 15 W/(m K)
Silicon film thickness: 10 nm
Distance to each source/drain contact: 100 nm
Gate-channel conductance per length: 70 W/(m K)
Source/drain conductance per length: 3 W/(m K)
Buried-oxide conductance per length: 2.057 W/(m K)
Effective side conductance per length: 4.717 W/(m K)
Channel heat per length: 0.5361 mW/um
Leakage parameter u: 0.7767 (dimensionless)
Peak rise with leakage: 25.52 K
Peak change from leakage: -20.18 %
Reported/peak with leakage: 0.6732 (dimensionless)
Channel minus gate at centre, with leakage: 5.423 K
Copper conductivity: 300 W/(m K)
Copper land thickness: 500 nm
Copper land radius: 5 um
Oxide thickness under land: 300 nm
Thermal resistance of each end: 3.123e+04 K/W
End rise without leakage: 3.904 K
Reported/peak with warm ends: 0.7029 (dimensionless)
Initial relative conductivity slope: 0.001833 1/K
Peak rise with changing conductivity: 31.12 K
Reported/peak with changing conductivity: 0.6702 (dimensionless)
Bottom-face excess over section mean: 3.411 K
Reported/hottest bottom-face rise: 0.6024 (dimensionless)
Two-dimensional reported rise: 21.32 K
Combined line peak rise: 27.4 K
Combined line reported rise: 19.55 K
Combined line reported/peak: 0.7134 (dimensionless)
Combined error of 3/2 rule: 7.011 %
success
```
